**Pruefer-angle search for radial Dirac levels**

The program tests a search based on tan θ = sP/Q, where P and Q are r times the large and small radial functions and s is a positive constant. The mismatch D(E) between the outward and inward angles rises with energy E and equals π times the number of P nodes at a level. For hydrogen-like yttrium with a point nucleus, the program asserts that the energies found agree with the closed Coulomb formula and that the numbers of angle crossings agree with the numbers of zeros of terminating power series. It also asserts that D increases on an energy grid, that it counts levels correctly, and that its slope matches a norm integral. A softened Coulomb well is compared with diagonalization on an interleaved lattice, for both energies and node counts. The output shows equal P and Q node counts for negative κ and one extra Q node for positive κ in these monotonic wells. A hollow well with κ = −1 has no P node but one Q node, which shows that the rule for Q can fail in a non-monotonic potential.

## Verification by program

```python
"""
Radial Dirac eigenvalue search with a Pruefer angle.

Result under test: with tan(theta) = s P/Q (s > 0 constant), the mismatch
D(E) = theta_out - theta_in at a matching radius increases with energy E,
and D = nP*pi at the level whose large component P has nP nodes.
For an attractive non-decreasing potential the small component Q has
nP nodes if kappa < 0 and nP + 1 nodes if kappa > 0.

P, Q   : r times the large and small radial functions
E      : energy without rest energy (hartree), V : potential (hartree)
kappa  : Dirac angular quantum number, c : speed of light (atomic units)
Z      : nuclear charge; hydrogen-like yttrium, point nucleus
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

c = 1.0 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
Z = 39.0
coupling = Z / c
s = Z / c

# Logarithmic grid; odd entries are the midpoints needed by Runge-Kutta.
r_min, r_max, steps = 1.0e-6, 3.0, 5000
dx = math.log(r_max / r_min) / steps
r = r_min * np.exp(0.5 * dx * np.arange(2 * steps + 1))
match = 2 * int(round(math.log(0.1 / r_min) / dx))
r_match = r[match]
soft_length = 0.05


def soft_potential(radius):
    return -Z / np.sqrt(radius**2 + soft_length**2)


point_well = (-Z / r, True)
soft_well = (soft_potential(r), False)


def coulomb_start_ratio(kappa):
    """Q/P at the origin of a point nucleus, free of cancellation."""
    gamma = math.sqrt(kappa**2 - coupling**2)
    if kappa < 0:
        return -coupling / (gamma - kappa)
    return (gamma + kappa) / coupling


def start_angle(energy, kappa, well):
    potential, point_core = well
    if point_core:
        return math.atan2(s, coulomb_start_ratio(kappa))
    w = energy - potential[0]
    if kappa < 0:
        return math.atan2(s, -w * r[0] / (c * (1 - 2 * kappa)))
    return math.atan2(s * (w + 2 * c**2) * r[0] / (c * (2 * kappa + 1)), 1.0)


def sweep(mean, half_difference, kappa, theta, step):
    """Fourth-order Runge-Kutta for d(theta)/d(ln r); returns the path."""
    sin, cos = math.sin, math.cos
    path = [theta]
    for i in range(0, len(mean) - 2, 2):
        t = 2 * theta
        k1 = mean[i] + half_difference[i] * cos(t) - kappa * sin(t)
        t = 2 * theta + step * k1
        m, d = mean[i + 1], half_difference[i + 1]
        k2 = m + d * cos(t) - kappa * sin(t)
        t = 2 * theta + step * k2
        k3 = m + d * cos(t) - kappa * sin(t)
        t = 2 * (theta + step * k3)
        k4 = (mean[i + 2] + half_difference[i + 2] * cos(t)
              - kappa * sin(t))
        theta += step * (k1 + 2 * k2 + 2 * k3 + k4) / 6
        path.append(theta)
    return path


def angle_coefficients(energy, well):
    w = energy - well[0]
    a = r * s * (w + 2 * c**2) / c
    b = r * w / (c * s)
    return 0.5 * (a + b), 0.5 * (a - b)


def outward(energy, kappa, well):
    mean, diff = angle_coefficients(energy, well)
    return sweep(mean[:match + 1].tolist(), diff[:match + 1].tolist(),
                 kappa, start_angle(energy, kappa, well), dx)


def inward(energy, kappa, well):
    mean, diff = angle_coefficients(energy, well)
    decay = math.sqrt(-energy * (2 + energy / c**2))
    theta = math.pi - math.atan(s * (energy + 2 * c**2) / (c * decay))
    return sweep(mean[match:][::-1].tolist(), diff[match:][::-1].tolist(),
                 kappa, theta, -dx)


def mismatch(energy, kappa, well):
    return outward(energy, kappa, well)[-1] - inward(energy, kappa, well)[-1]


def find_level(nodes, kappa, well):
    return brentq(lambda e: mismatch(e, kappa, well) - nodes * math.pi,
                  -Z**2, -5.0, xtol=1e-9, rtol=1e-13)


def path_and_crossings(energy, nodes, kappa, well):
    """Full angle path, then (net, total) crossings for P and for Q zeros."""
    tail = np.array(inward(energy, kappa, well))[::-1] + nodes * math.pi
    path = np.concatenate([outward(energy, kappa, well), tail[1:]])
    jumps_p = np.diff(np.floor(path / math.pi))
    jumps_q = np.diff(np.floor(path / math.pi - 0.5))
    return (path, (int(jumps_p.sum()), int(np.abs(jumps_p).sum())),
            (int(jumps_q.sum()), int(np.abs(jumps_q).sum())))


# Independent Coulomb solution: terminating power series.
def coulomb_energy(n, kappa):
    gamma = math.sqrt(kappa**2 - coupling**2)
    ratio = coupling / (n - abs(kappa) + gamma)
    return c**2 * (1 / math.sqrt(1 + ratio**2) - 1)


def coulomb_series(n, kappa):
    """Coefficients of P and Q in y = decay*r, and the first one beyond."""
    energy = coulomb_energy(n, kappa)
    gamma = math.sqrt(kappa**2 - coupling**2)
    decay = math.sqrt(-energy * (2 + energy / c**2))
    terms = [np.array([1.0, coulomb_start_ratio(kappa)])]
    for k in range(1, n - abs(kappa) + 2):
        a, b = terms[-1]
        matrix = np.array([[gamma + k + kappa, -coupling],
                           [coupling, gamma + k - kappa]])
        source = np.array([a + (energy + 2 * c**2) / (c * decay) * b,
                           b - energy / (c * decay) * a])
        terms.append(np.linalg.solve(matrix, source))
    table = np.array(terms[:-1])
    excess = np.max(np.abs(terms[-1])) / np.max(np.abs(table))
    return table, excess, gamma, decay


def positive_roots(coefficients):
    roots = np.roots(coefficients[::-1])
    keep = (roots.real > 0) & (np.abs(roots.imag) < 1e-7 * np.abs(roots))
    return np.sort(roots[keep].real)


series_nodes = {}
for n in range(1, 7):
    for kappa in [k for k in range(-n, n) if k != 0]:
        table, excess, gamma, decay = coulomb_series(n, kappa)
        assert excess < 1e-9
        zeros_p = positive_roots(table[:, 0]) / decay
        zeros_q = positive_roots(table[:, 1]) / decay
        l = kappa if kappa > 0 else -kappa - 1
        assert len(zeros_p) == n - l - 1
        assert len(zeros_q) == len(zeros_p) + (1 if kappa > 0 else 0)
        turning = Z / abs(coulomb_energy(n, kappa))
        assert np.all(zeros_q < turning) and np.all(zeros_p < turning)
        series_nodes[n, kappa] = (zeros_p, zeros_q)
# For positive kappa the series of degree zero does not terminate.
missing_excess = coulomb_series(1, 1)[1]
assert missing_excess > 0.1

# Search against the closed energy formula, and nodes from the angle path.
labels = [("1s1/2", 1, -1), ("2s1/2", 2, -1), ("2p1/2", 2, 1),
          ("2p3/2", 2, -2), ("3s1/2", 3, -1), ("3p1/2", 3, 1),
          ("3p3/2", 3, -2), ("3d3/2", 3, 2), ("3d5/2", 3, -3)]
levels = {}
worst_error = 0.0
for label, n, kappa in labels:
    l = kappa if kappa > 0 else -kappa - 1
    nodes = n - l - 1
    energy = find_level(nodes, kappa, point_well)
    error = abs(energy / coulomb_energy(n, kappa) - 1)
    worst_error = max(worst_error, error)
    assert error < 1e-6  # Runge-Kutta step error
    path, cross_p, cross_q = path_and_crossings(
        energy, nodes, kappa, point_well)
    zeros_p, zeros_q = series_nodes[n, kappa]
    assert cross_p == (len(zeros_p), len(zeros_p))
    assert cross_q == (len(zeros_q), len(zeros_q))
    levels[label] = (n, kappa, energy, cross_p[1], cross_q[1], path)

# Monotonic mismatch and its use as a level counter.
energy_grid = np.linspace(-1400.0, -40.0, 35)
for kappa in (-1, 1):
    values = np.array([mismatch(e, kappa, point_well) for e in energy_grid])
    assert np.all(np.diff(values) > 0)
    first = 1 if kappa < 0 else 2
    for e, value in zip(energy_grid, values):
        true_count = sum(coulomb_energy(n, kappa) < e
                         for n in range(first, 12))
        assert max(0, math.floor(value / math.pi) + 1) == true_count

# At the bottom of the gap the outward angle never exceeds its start.
for kappa in (-2, -1, 1, 2):
    path = np.array(outward(-2 * c**2, kappa, point_well))
    assert np.max(path) <= path[0] + 1e-9
    assert 0 < path[-1] < math.pi / 2


# Energy derivative of the outward angle at an energy that is no eigenvalue.
def linear_slope(energy, kappa):
    def rhs(x, y):
        radius = math.exp(x)
        w = energy + Z / radius
        p, q, _ = y
        return [-kappa * p + radius * (w + 2 * c**2) * q / c,
                kappa * q - radius * w * p / c,
                radius * (p * p + q * q)]
    q0 = coulomb_start_ratio(kappa)
    gamma = math.sqrt(kappa**2 - coupling**2)
    norm0 = r_min * (1 + q0**2) / (2 * gamma + 1)
    end = solve_ivp(rhs, (math.log(r_min), math.log(r_match)),
                    [1.0, q0, norm0], method="DOP853",
                    rtol=1e-10, atol=1e-13).y[:, -1]
    return s * end[2] / (c * (s**2 * end[0]**2 + end[1]**2))


shift = 0.02
for kappa in (-1, 1):
    difference = (outward(-150 + shift, kappa, point_well)[-1]
                  - outward(-150 - shift, kappa, point_well)[-1])
    numeric = difference / (2 * shift)
    assert abs(numeric / linear_slope(-150.0, kappa) - 1) < 1e-4

# Slope of the full mismatch at a level: the full norm enters.
slopes = {}
for label in ("2s1/2", "2p1/2"):
    n, kappa, energy = levels[label][:3]
    table, _, gamma, decay = coulomb_series(n, kappa)
    y = decay * r
    envelope = y**gamma * np.exp(-y)
    p = envelope * np.polyval(table[::-1, 0], y)
    q = envelope * np.polyval(table[::-1, 1], y)
    norm = np.sum((p**2 + q**2) * r) * dx / 2
    slope = s * norm / (c * (s**2 * p[match]**2 + q[match]**2))
    numeric = (mismatch(energy + shift, kappa, point_well)
               - mismatch(energy - shift, kappa, point_well)) / (2 * shift)
    assert abs(numeric / slope - 1) < 1e-4
    slopes[label] = slope


# Independent diagonalization: P and Q on interleaved points.
def lattice(potential, kappa, spacing, radius, window, vectors=False):
    size = int(round(2 * radius / spacing))
    position = 0.5 * spacing * np.arange(1, size + 1)
    is_large = (np.arange(size) % 2 == 0) == (kappa < 0)
    diagonal = potential(position) - np.where(is_large, 0.0, 2 * c**2)
    ratio = np.where(is_large[:-1], position[:-1] / position[1:],
                     position[1:] / position[:-1])
    sign = np.where(is_large[:-1], -1.0, 1.0)
    off_diagonal = sign * c / spacing * ratio**float(kappa)
    result = eigh_tridiagonal(diagonal, off_diagonal, select="v",
                              select_range=window,
                              eigvals_only=not vectors)
    return (result[0], result[1], is_large) if vectors else result


def sign_changes(values):
    kept = values[np.abs(values) > 1e-6 * np.max(np.abs(values))]
    return int(np.sum(kept[1:] * kept[:-1] < 0))


soft_results = []
for kappa in (-1, 1, -2, 2):
    window = (-Z**2, -30.0)
    coarse, vectors, is_large = lattice(soft_potential, kappa, 0.001, 2.0,
                                        window, True)
    fine = lattice(soft_potential, kappa, 0.0005, 2.0, window)
    for nodes in (0, 1):
        reference = (4 * fine[nodes] - coarse[nodes]) / 3
        energy = find_level(nodes, kappa, soft_well)
        # remaining lattice error after extrapolation
        assert abs(energy / reference - 1) < 1e-5
        count_p = sign_changes(vectors[is_large, nodes])
        count_q = sign_changes(vectors[~is_large, nodes])
        assert count_p == nodes
        assert count_q == nodes + (1 if kappa > 0 else 0)
        soft_results.append((kappa, energy, reference, count_p, count_q))


# A hollow well violates the single sign change of E - V.
def hollow_potential(radius):
    return -2.0 * np.exp(-(radius - 4.0)**2)


hollow_e, hollow_v, is_large = lattice(hollow_potential, -1, 0.01, 14.0,
                                       (-2.0, -0.1), True)
hollow_p = sign_changes(hollow_v[is_large, 0])
hollow_q = sign_changes(hollow_v[~is_large, 0])
assert hollow_e[0] < hollow_potential(0.0)
assert hollow_p == 0 and hollow_q == 1

print(f"Nuclear charge Z = {Z:.0f}; speed of light c = {c:.6f} a.u.")
print(f"Angle scale s = Z/c = {s:.6f}; matching radius = {r_match:.5f} bohr")
print(f"Grid: {r_min:.1e} to {r_max:.1f} bohr, {steps} logarithmic steps")
print(f"Search interval: {-Z**2:.0f} to -5 hartree")
print("Y38+ levels: label, kappa, E (hartree), P nodes, Q nodes")
for label, (n, kappa, energy, count_p, count_q, path) in levels.items():
    print(f"  {label} {kappa:+d} {energy:.4f} {count_p} {count_q}")
print(f"Largest relative error against closed formula = {worst_error:.1e}")
ground = levels["1s1/2"][2]
print(f"1s1/2 energy = {ground * hartree_ev / 1000:.4f} keV")
print(f"Nonrelativistic 1s energy = {-Z**2 / 2:.4f} hartree")
print("Mismatch: E (hartree), D/pi for kappa=-1, D/pi for kappa=+1")
for e in (-1000.0, -400.0, -120.0, -60.0):
    print(f"  {e:.0f} {mismatch(e, -1, point_well) / math.pi:.4f}"
          f" {mismatch(e, 1, point_well) / math.pi:.4f}")
for label in ("2s1/2", "2p1/2"):
    n, kappa, energy, _, _, path = levels[label]
    zeros_p, zeros_q = series_nodes[n, kappa]
    print(f"{label}: theta/pi at start = {path[0] / math.pi:.4f},"
          f" at end = {path[-1] / math.pi:.4f}")
    print("  P node radii (bohr):",
          " ".join(f"{z:.5f}" for z in zeros_p) or "none")
    print("  Q node radii (bohr):",
          " ".join(f"{z:.5f}" for z in zeros_q) or "none")
    print(f"  turning radius = {Z / abs(energy):.5f} bohr;"
          f" dD/dE = {slopes[label]:.6f} rad/hartree")
print(f"Soft well -Z/sqrt(r^2+a^2), a = {soft_length:.2f} bohr:")
print("  kappa, E search, E lattice (hartree), P nodes, Q nodes")
for kappa, energy, reference, count_p, count_q in soft_results:
    print(f"  {kappa:+d} {energy:.4f} {reference:.4f} {count_p} {count_q}")
print("Hollow well -2 exp(-(r-4)^2), kappa=-1, lowest level:")
print(f"  E = {hollow_e[0]:.4f} hartree, P nodes {hollow_p},"
      f" Q nodes {hollow_q}")
print("verified")
```

It prints:

```
Nuclear charge Z = 39; speed of light c = 137.035999 a.u.
Angle scale s = Z/c = 0.284597; matching radius = 0.10008 bohr
Grid: 1.0e-06 to 3.0 bohr, 5000 logarithmic steps
Search interval: -1521 to -5 hartree
Y38+ levels: label, kappa, E (hartree), P nodes, Q nodes
  1s1/2 -1 -776.5563 0 0
  2s1/2 -1 -195.1531 1 1
  2p1/2 +1 -195.1531 0 1
  2p3/2 -2 -191.0973 0 0
  3s1/2 -1 -86.2803 2 2
  3p1/2 +1 -86.2803 1 2
  3p3/2 -2 -85.0766 1 1
  3d3/2 +2 -85.0766 0 1
  3d5/2 -3 -84.6910 0 0
Largest relative error against closed formula = 3.7e-09
1s1/2 energy = -21.1312 keV
Nonrelativistic 1s energy = -760.5000 hartree
Mismatch: E (hartree), D/pi for kappa=-1, D/pi for kappa=+1
  -1000 -0.2518 -0.2856
  -400 0.8612 -0.1276
  -120 1.7012 0.1903
  -60 2.6995 1.2255
2s1/2: theta/pi at start = 0.6503, at end = 1.5792
  P node radii (bohr): 0.04918
  Q node radii (bohr): 0.09887
  turning radius = 0.19984 bohr; dD/dE = 0.004346 rad/hartree
2p1/2: theta/pi at start = 0.0132, at end = 0.5792
  P node radii (bohr): none
  Q node radii (bohr): 0.14962
  turning radius = 0.19984 bohr; dD/dE = 0.003266 rad/hartree
Soft well -Z/sqrt(r^2+a^2), a = 0.05 bohr:
  kappa, E search, E lattice (hartree), P nodes, Q nodes
  -1 -298.1306 -298.1306 0 0
  -1 -117.5052 -117.5052 1 1
  +1 -150.3031 -150.3031 0 1
  +1 -72.8187 -72.8187 1 2
  -2 -149.6345 -149.6345 0 0
  -2 -72.6104 -72.6104 1 1
  +2 -79.4849 -79.4849 0 1
  +2 -45.4942 -45.4942 1 2
Hollow well -2 exp(-(r-4)^2), kappa=-1, lowest level:
  E = -1.1877 hartree, P nodes 0, Q nodes 1
verified
```
